# When a supercell state below the conduction edge is not deep

A supercell calculation for a donor in a semiconductor can end with a choice. The extra electron sits in a state 0.1 or 0.2 eV below the conduction edge of the host. If that state is a deep level, it can trap the electron, and at high doping many of the dopants stay neutral at room temperature. If it is a conduction band state disturbed by the defect, the dopant may be a good shallow donor. The same choice decides whether an electrostatic correction meant for a localized charge may be applied to the energy of the state.

Occupation does not settle the matter. Once the valence states are filled, the extra electron enters the lowest remaining state, whatever its shape. Nor does a position below the edge settle it, as the following case shows.

## The counter-example

Take one conduction band on a simple cubic lattice of sites with spacing $d$. The supercell is a cube of edge $L=nd$ with $N=n^3$ sites and periodic boundary conditions, which means that the supercell wavevector is zero (the Gamma point). With hopping energy $t$, the host energies are

$$\varepsilon_{\mathbf k}=2t\,(3-\cos k_xd-\cos k_yd-\cos k_zd),$$

so the conduction edge is at zero. For small $k$ this becomes $td^2k^2$. Equating it to $\hbar^2k^2/2m$ gives $t=\hbar^2/(2md^2)$. An effective mass of 0.3 electron masses and $d=0.27$ nm give $t=1.742$ eV.

The defect lowers the energy of one site by $W$. Let $E$ be the lowest energy, $x=-E$ its depth below the host edge, and $\psi_{\mathbf r}$ its normalized amplitude on site $\mathbf r$. The participation number

$$P=\frac{1}{\sum_{\mathbf r}|\psi_{\mathbf r}|^4}$$

measures extent: it equals 1 for a state on one site and $N$ for a uniform state. Diagonalizing the Hamiltonian matrix for $W=5.0$ eV gives:

| $N$ | $L$ (nm) | $x$ (meV) | $P$ | $P/N$ |
|---:|---:|---:|---:|---:|
| 64 | 1.08 | 174.6 | 50.7 | 0.79 |
| 216 | 1.62 | 59.5 | 184.5 | 0.85 |
| 512 | 2.16 | 27.2 | 459.9 | 0.90 |
| 8000 | 5.40 | 2.0 | 7838 | 0.98 |

In the 64-site cell the state lies 0.17 eV below the edge, and its weight on the defect site is 4.85 times that of a uniform state. A density plot would show a clear maximum at the defect. Yet the state occupies most of every cell, and its depth goes to zero as the cell grows. The infinite crystal has no bound state for this defect.

With $W=8.5$ eV and everything else unchanged, the outcome is different:

| $N$ | $x$ (eV) | $P$ |
|---:|---:|---:|
| 64 | 0.901 | 5.00 |
| 512 | 0.592 | 3.30 |
| 8000 | 0.574 | 2.95 |

This is a real level. Its energy also moves between small cells, by 0.3 eV here, so movement alone does not identify a host state. What matters is where the energy and the extent are heading.

## The general statement

For this model, at Gamma:

1. For every $W>0$ and every finite $N$, the lowest state lies below the host edge, with $E\le-W/N$.
2. There is a threshold $W_c>0$. If $W<W_c$, then $x$ vanishes as $1/N$ and $P/N\to1$.
3. If $W>W_c$, then $x$ tends to a positive limit and $P$ to a finite one.

**Below the edge in every cell.** Use the uniform state $\psi_{\mathbf r}=1/\sqrt N$ as a trial state. Its host energy is zero, and its probability on the defect site is $1/N$. Its mean energy is therefore $-W/N$, and the variational principle gives $E\le-W/N<0$. This proves the first part. The sign of $E$ thus carries no information about binding.

**The equation for the energy.** Let $\varphi_{\mathbf k}$ be the amplitude of the state in the host wave $e^{i\mathbf k\cdot\mathbf r}/\sqrt N$, and put the defect at $\mathbf r=0$. Projecting the Schrödinger equation on that wave gives

$$(E-\varepsilon_{\mathbf k})\varphi_{\mathbf k}=-\frac{W\psi_0}{\sqrt N}
\quad\Rightarrow\quad
\varphi_{\mathbf k}=\frac{W\psi_0}{\sqrt N\,(x+\varepsilon_{\mathbf k})}.$$

Insert this in $\psi_0=N^{-1/2}\sum_{\mathbf k}\varphi_{\mathbf k}$ and divide by $W\psi_0$:

$$\frac1W=\frac1N\sum_{\mathbf k}\frac{1}{x+\varepsilon_{\mathbf k}}.\qquad(1)$$

A state with $\psi_0=0$ does not feel the defect and has a host energy, which is not negative. The lowest state therefore has $\psi_0\ne0$ and obeys (1). For $x>0$ the right side falls steadily from infinity to zero, so there is one root.

**The threshold.** In the infinite crystal the sum becomes an average over the Brillouin zone, called $g(x)$. Write $1/A=\int_0^\infty e^{-As}ds$ with $A=x+\varepsilon_{\mathbf k}$. The average over each angle $\theta=k_id$ of $e^{2ts\cos\theta}$ is the modified Bessel function $I_0(2ts)$, hence

$$g(x)=\int_0^\infty e^{-(x+6t)s}\,[I_0(2ts)]^3\,ds.$$

At large argument $I_0(z)\approx e^z/\sqrt{2\pi z}$. At $x=0$ the integrand then falls as $(4\pi ts)^{-3/2}$, and the integral converges. Since $g$ decreases with $x$, the equation $g(x)=1/W$ has a positive root if and only if $W>W_c=1/g(0)$. Numerical integration gives $g(0)=0.1451$ eV$^{-1}$ and $W_c=6.89$ eV, which lies between the two wells used above.

Dimension matters here. In one or two dimensions the power $-3/2$ is replaced by $-1/2$ or $-1$, and $g(0)$ diverges. Any attractive site then binds, though perhaps very weakly, and the second case of the statement disappears.

**The depth below threshold.** Separate the $\mathbf k=0$ term in (1), and let a prime mark sums without it:

$$\frac1W=\frac1{Nx}+\frac1N\sum_{\mathbf k}{}'\frac1{x+\varepsilon_{\mathbf k}}.$$

Since the primed sum is positive and tends to no more than $g(0)<1/W$, the term $1/(Nx)$ stays finite and nonzero, so $x$ is of order $1/N$. Replacing $x$ by zero in the primed sum changes it by at most $(x/N)\sum'\varepsilon_{\mathbf k}^{-2}$. The small wavevectors are $2\pi\mathbf m/L$ with integer $\mathbf m$, so $\varepsilon_{\mathbf k}^{-2}$ scales as $n^4/(t^2|\mathbf m|^4)$. The sum of $|\mathbf m|^{-4}$ converges in three dimensions, and the change is of order $xn/t^2\sim n^{-2}$.

The remaining sum differs from $g(0)$ mainly because of the singularity at $\mathbf k=0$, where $1/\varepsilon_{\mathbf k}\approx1/(td^2k^2)$. For smooth periodic functions, sum and integral agree much faster than any power needed here, and the bounded remainder of $1/\varepsilon_{\mathbf k}$ contributes at order $1/N$. With $1/N=d^3/L^3$, the leading difference is

$$\frac{d}{t}\left[\frac1{L^3}\sum_{\mathbf k}{}'\frac1{k^2}-\int\!\frac{d^3k}{(2\pi)^3}\frac1{k^2}\right],$$

where both terms are cut off smoothly in the same way at large $k$. Since $4\pi/k^2$ is the transform of $1/r$, the bracket times $4\pi$ is the potential at a unit point charge due to its periodic images and a uniform neutralizing background. That potential is $-\xi/L$, which defines the cubic Madelung constant $\xi=2.837$. The difference is $-\xi d/(4\pi tL)=-\xi/(4\pi nt)$, and

$$x\simeq\frac1N\,\frac1{1/W-g(0)+\xi/(4\pi nt)}.\qquad(2)$$

For $W=5.0$ eV and $n=20$, the denominator is $0.2000-0.1451+0.0065=0.0614$ eV$^{-1}$. Dividing $1/8000$ by it gives 2.04 meV, against 2.03 meV from diagonalization. At $n=4$ formula (2) gives 179 meV, which is 2.5% above the diagonalized value.

Two limits are useful. For a weak well, $x\to W/N$, the first-order shift. At $W=W_c$ the first two terms of the denominator cancel. The change made by setting $x$ to zero in the primed sum is then as large as the Madelung term, both being of order $1/n$, so (2) loses its coefficient, but the balance with $1/(Nx)$ still gives $x\sim1/n^2$. Close to threshold, a depth that falls more slowly than the inverse volume is therefore no proof of binding.

**The extent below threshold.** From the expression for $\varphi_{\mathbf k}$,

$$\frac{\sum'\varphi_{\mathbf k}^2}{\varphi_0^2}=\sum_{\mathbf k}{}'\frac{x^2}{(x+\varepsilon_{\mathbf k})^2}\sim n^{-6}\,n^4=n^{-2}.$$

The state becomes the band-edge wave: $\varphi_0^2\to1$. To find $P$, write $\sqrt N\psi_{\mathbf r}=\varphi_0+\eta_{\mathbf r}$, where $\eta_{\mathbf r}$ collects the other waves. It has zero mean, and its mean square is $1-\varphi_0^2\sim n^{-2}$. It is also bounded on every site, because

$$|\eta_{\mathbf r}|\le\sum_{\mathbf k}{}'|\varphi_{\mathbf k}|=|\varphi_0|\,Nx\left[\frac1N\sum_{\mathbf k}{}'\frac1{x+\varepsilon_{\mathbf k}}\right],$$

and both $Nx$ and the bracket are bounded. Now expand

$$\frac NP=\frac1N\sum_{\mathbf r}(\varphi_0+\eta_{\mathbf r})^4.$$

The term linear in $\eta$ vanishes, and the quadratic, cubic and quartic terms are each at most a constant times the mean of $\eta^2$. Hence $N/P\to1$, which completes the second part.

The density maximum at the defect survives this limit. Setting $\mathbf k=0$ in the expression for $\varphi_{\mathbf k}$ gives $N\psi_0^2=(Nx/W)^2\varphi_0^2$, which tends to $[1-Wg(0)]^{-2}$. For $W=5.0$ eV this is $(1-0.725)^{-2}\approx13$. The computed ratio to a uniform density rises from 4.8 at 64 sites to 10.5 at 8000. A growing contrast at the defect can thus accompany a state that spreads without limit, since the weight on the site itself still falls as $1/N$.

**Above threshold.** The finite-cell sum in (1) equals the infinite-crystal Green function summed over the defect and its periodic images. When the decay length exceeds $d$, the term from an image at distance $R$ is approximately

$$\frac{d}{4\pi tR}\,e^{-\kappa R},\qquad \kappa=\frac1d\sqrt{\frac xt}.$$

This solves $(x-td^2\nabla^2)G=d^3\delta(\mathbf r)$, the long-wave form of the lattice equation. The image terms are positive, so they make the level too deep, and they vanish exponentially. The depth therefore tends to the root of $g(x)=1/W$, which is 0.574 eV for $W=8.5$ eV. Here $1/\kappa\approx0.47$ nm. The amplitude $\psi_{\mathbf r}$ is proportional to the same decaying function, so it is normalizable in the infinite crystal and $P$ is finite. This is the third part.

**A test within one cell.** Moving the supercell wavevector from Gamma to the zone corner reverses the sign of the wave between neighbouring cells. The host edge must then rise to $6t[1-\cos(\pi/n)]$, since each component of $\mathbf k$ is at least $\pi/L$ in size. At $n=8$ this is 0.80 eV. Diagonalization gives a rise of 0.61 eV for the host-like state but 0.03 eV for the deep one. The deep level responds through its exponentially small overlap with the images, while the host-like state has to bend across the whole cell. A large rise does not rule out binding, however. A well of 7.2 eV binds by 31 meV in the infinite crystal, yet its state still rises by 0.22 eV in this cell, because the orbital is not small compared with the cell. The test recognizes a compact level; it cannot tell a weakly bound state from an unbound one.

## A donor with a Coulomb tail

A donor ion also attracts its electron at long range, and this changes the end of the story. In an isotropic medium of relative permittivity $\varepsilon_r$, the attraction is $-C/r$ with $C=e^2/(4\pi\varepsilon_0\varepsilon_r)$, where $\varepsilon_0$ is the vacuum permittivity. The ground state is hydrogenic, $\psi=e^{-r/a}/\sqrt{\pi a^3}$, with radius $a=\hbar^2/(mC)$ and binding energy $B=C/(2a)$. For $\varepsilon_r=11.7$ and the same mass, $a=2.06$ nm and $B=29.8$ meV. There is always a bound state, but it is large. Its participation volume follows from

$$\int\psi^4d^3r=\frac{4\pi}{\pi^2a^6}\int_0^\infty r^2e^{-4r/a}dr
=\frac{4}{\pi a^6}\cdot\frac{2a^3}{64}=\frac1{8\pi a^3}.$$

The volume is $8\pi a^3=221$ nm$^3$, equal to a cube of edge 6.0 nm holding about 11,200 sites. A cell of a few hundred atoms cannot contain this orbital.

To see what such a cell contains instead, replace the site well by the periodic potential of the ion with a uniform neutralizing background. Its Fourier components are $-4\pi C/(L^3k^2)$ for $\mathbf k\ne0$, and its mean is zero. The background imitates the charge of a spread-out electron; the potential is not self-consistent. The lattice keeps only wavevectors in its first zone, which rounds the potential at the ion. An iterative eigensolver gives the following, with depth measured from the host edge aligned to the mean potential or to the potential at the point farthest from the ion:

| $L$ (nm) | mean (meV) | far (meV) | volume (nm$^3$) |
|---:|---:|---:|---:|
| 1.08 | 3.3 | 94.9 | 1.26 |
| 2.16 | 3.1 | 48.8 | 9.96 |
| 4.32 | 3.4 | 26.3 | 75.9 |
| 8.64 | 4.7 | 16.2 | 399 |
| 21.60 | 14.2 | 18.7 | 230 |

Up to 2.16 nm the state fills about 99% of the cell. At 8.64 nm its volume has already overshot the hydrogenic value. It goes on growing to about 460 nm$^3$ in a cell near 11 nm wide, and only then contracts towards that value. The background contributes $-2\pi Cr^2/(3L^3)$ to the electron's energy near the ion, which favours a wider orbital; overlap with the images may also contribute, and the calculation does not separate the two. For a Coulomb donor, then, extent stops growing with the cell only when the cell is clearly larger than the orbital, here about five radii $a$ wide.

The small-cell depth from the mean potential hardly changes, and perturbation theory shows why. The first-order energy is the mean potential, zero. With $\mathbf k=2\pi\mathbf m/L$, the potential component is $-C/(\pi L|\mathbf m|^2)$ and the continuum kinetic energy is $Ba^2\,4\pi^2|\mathbf m|^2/L^2$. Using $C=2Ba$, the second-order energy is

$$-\sum_{\mathbf m\ne0}\frac{C^2/(\pi^2L^2|\mathbf m|^4)}{4\pi^2Ba^2|\mathbf m|^2/L^2}
=-\frac{B}{\pi^4}\sum_{\mathbf m\ne0}\frac1{|\mathbf m|^6}.$$

The cell size cancels. The three nearest shells of $\mathbf m$ contribute $6+12/8+8/27=7.8$ and give 2.4 meV. Farther shells, higher orders and the lattice form of the kinetic energy account for the rest.

The second alignment makes the same state appear 95 meV deep in the 64-site cell. The difference of 92 meV is the potential at the far point, which is positive and scales as $1/L$. It is three times the isolated binding energy, so a depth quoted without its alignment has little meaning in such a cell.

A further error comes from the localized-charge correction. Close to the ion the periodic potential is $-C/r+\xi C/L$ plus terms of order $r^2$. A compact orbital is therefore raised by $\xi C/L$, which must be removed. At $L=21.6$ nm this shift is 16.2 meV, and the corrected binding is $14.2+16.2\approx30.3$ meV, within 2% of the hydrogenic value. Enlarging the cell from 17.3 to 21.6 nm lowers this result by 0.7 meV, and going on to 27.0 nm lowers it by a further 0.2 meV. Halving the spacing from 0.54 to 0.27 nm lowers it by 0.3 meV. The participation volume is less settled: the two enlargements lower it by 36 and 9 nm$^3$, and the halving raises it by 15 nm$^3$. Halving the spacing again, to 0.135 nm in the 17.3 nm cell, lowers the binding by less than 0.1 meV and raises the volume by a further 5 nm$^3$.

In the 64-site cell the density is nearly uniform and samples the mean potential, zero, rather than the constant near the ion. Adding the shift of 323 meV there would produce a false level 327 meV deep.

## Beside antimony in silicon

The mass and permittivity are rough values for silicon, and the spacing gives about one site per atom. The Coulomb case thus lies in the regime of an antimony donor in silicon, whose binding energy is roughly 40 meV. The 5.0 and 8.5 eV wells are chosen model strengths and do not describe antimony. For the energy, the single mass of 0.3 stands in well for silicon's anisotropic mass: with rough masses of 0.19 and 0.92 electron masses, a variational ellipsoidal orbital is bound by 29.6 meV. This agreement depends on the mass chosen. Averaging the inverse masses over the three directions would give a mass of 0.26 and a binding of only about 26 meV. The more serious omission is the ion's core, which couples the six conduction valleys. If it couples them all equally, the symmetric combination is lowered by six times the single-valley shift. For a core well confined to one site, of volume $d^3$, this is to first order the well depth times $6d^3/(\pi a^3)=0.0043$, or 4.3 meV per eV of core well. This rate holds only for a weak core well. With equal coupling the symmetric combination feels six times the well, so in this model a site well deeper than $W_c/6\approx1.15$ eV would bind an electron even without the Coulomb tail, weakly at first and deeply only for a stronger well. As the well approaches that threshold the shift grows much faster than first order, and the missing 10 meV is reached at a core well of about 0.65 eV. With the Coulomb tail present the level turns deep before the threshold: it is lower by 0.1 eV at a core well of 0.95 eV and by 0.3 eV at 1.08 eV.

The model also places its conduction minimum at Gamma. Silicon's valleys lie about 0.85 of the way from the zone centre to the zone boundary, and in general they do not fold to Gamma of a cubic supercell. With a long mass of 0.92 electron masses, a parabolic estimate puts the lowest host state at Gamma about 0.12 eV above the true edge in a 64-atom cell and 0.06 eV above it in a 512-atom cell. These offsets are as large as the depths in question, and they are sensitive to the valley position: 0.83 in place of 0.85 gives 0.16 and 0.035 eV. In silicon, a donor state should therefore be compared with the host state at the same supercell wavevector, and a trend over cells must allow for the changing offset.

Small cells also describe a different doping regime. One donor in 64 sites means $7.9\times10^{20}$ cm$^{-3}$, and one in 512 means $9.9\times10^{19}$ cm$^{-3}$. The rough Mott criterion, density$^{1/3}\,a\approx0.25$, puts the onset of metallic conduction near $1.8\times10^{18}$ cm$^{-3}$. These cells are ordered arrays of strongly overlapping donors, far from the isolated impurity of a lightly doped layer. Even for that impurity, the thermal energy at 300 K is 26 meV, comparable with the binding, and the field scale $B/(ea)$ is only 0.14 MV/cm. Ionization needs less than that: in a field $F$ the barrier of $-C/r-eFr$ peaks at $-2\sqrt{CeF}$, which falls below the unshifted level $-B$ at $F=B/(8ea)\approx0.018$ MV/cm.

The model leaves out the valence band, atomic relaxation and electron exchange and correlation. Relaxation can change the strength of the defect potential, and with it the side of the threshold on which a real defect falls. A decision between deep and shallow therefore needs the relaxed defect, a stated alignment, and the trend of energy and extent over several cells. If the extent still follows the cell at the largest size available, the calculation has not shown a deep level, and its eigenvalue is not a donor binding energy.
